# The weak-field Hall conductivity as an area swept by the mean-free-path vector: a numerical check

```python
# Result under test: for a two-dimensional metal in a weak field B along z,
#   sigma_xy = -(2 e^2/h) * B * A_l / (h/e),
# where A_l is the signed area swept by the mean-free-path vector l = v*tau
# when the Fermi line is traversed with occupied states on the left.
# Carriers have charge -e and two spin states.
# Symbols: kx, ky = wave vector times lattice constant (dimensionless);
# v = velocity (nm/fs); tau = lifetime (fs); l = v*tau (nm); energies in eV;
# conductivities in units of e^2/h; mu = chemical potential.
import numpy as np
from scipy.constants import e, h, hbar
from scipy.optimize import brentq
from scipy.special import expit

HBAR = hbar / e * 1e15            # eV fs
FLUX_QUANTUM = h / e * 1e18       # T nm^2
BEND = e / hbar * 1e-18           # e/hbar in 1/(T nm^2)
LAT = 0.40                        # lattice constant, nm
T = 0.30                          # nearest-neighbour hopping, eV
T1 = 0.09                         # diagonal hopping, eV
TAU0 = 50.0                       # lifetime on the zone diagonal, fs
ANISO = 8.0                       # strength of the extra scattering
MU = -0.48                        # chemical potential, eV
KT = 0.006                        # thermal energy for the zone sums, eV
FIELD = 1.0                       # magnetic field, T
SQUARE = (T, T, T1)
CHAIN = (T, 0.2 * T, 0.0)


def energy(kx, ky, hop):
    tx, ty, td = hop
    return (-2 * tx * np.cos(kx) - 2 * ty * np.cos(ky)
            + 4 * td * np.cos(kx) * np.cos(ky))


def velocity(kx, ky, hop):
    tx, ty, td = hop
    vx = np.sin(kx) * (2 * tx - 4 * td * np.cos(ky))
    vy = np.sin(ky) * (2 * ty - 4 * td * np.cos(kx))
    return vx * LAT / HBAR, vy * LAT / HBAR


def lifetime(kx, ky, r):
    return TAU0 / (1 + r * (np.cos(kx) - np.cos(ky)) ** 2 / 4)


def free_path(kx, ky, hop, r):
    vx, vy = velocity(kx, ky, hop)
    tau = lifetime(kx, ky, r)
    return vx * tau, vy * tau


def along(f):
    """Derivative along the last axis, a periodic parameter of range 2 pi."""
    n = f.shape[-1]
    return np.real(np.fft.ifft(1j * np.fft.fftfreq(n, 1 / n) * np.fft.fft(f)))


def signed_area(x, y):
    return np.pi * np.mean(x * along(y) - y * along(x), axis=-1)


def closed_line(mu, hole=False, n=1024):
    """Closed Fermi line of the square lattice, occupied states on the left."""
    phi = 2 * np.pi * np.arange(n) / n * (-1 if hole else 1)
    c, s = np.cos(phi), np.sin(phi)
    centre = np.pi if hole else 0.0
    low = np.zeros(np.broadcast(mu, phi).shape)
    high = low + np.pi / np.maximum(abs(c), abs(s))
    for _ in range(55):
        mid = (low + high) / 2
        level = energy(centre + mid * c, centre + mid * s, SQUARE)
        inside = (level > mu) if hole else (level < mu)
        low, high = np.where(inside, mid, low), np.where(inside, high, mid)
    return centre + low * c, centre + low * s


def arc(kx, ky):
    return np.hypot(along(kx), along(ky))


def line_sigma_xx(kx, ky, r):
    vx, vy = velocity(kx, ky, SQUARE)
    lx = vx * lifetime(kx, ky, r)
    return 2 * np.mean(arc(kx, ky) * vx * lx / np.hypot(vx, vy), axis=-1) / LAT


def curvature(kx, ky):
    """Signed curvature of the Fermi line from second derivatives of the band."""
    d = 1e-4
    right, left = velocity(kx + d, ky, SQUARE), velocity(kx - d, ky, SQUARE)
    up, down = velocity(kx, ky + d, SQUARE), velocity(kx, ky - d, SQUARE)
    hxx, hxy = (right[0] - left[0]) / (2 * d), (right[1] - left[1]) / (2 * d)
    hyy = (up[1] - down[1]) / (2 * d)
    vx, vy = velocity(kx, ky, SQUARE)
    return (vx**2 * hyy - 2 * vx * vy * hxy + vy**2 * hxx) / np.hypot(vx, vy)**3


def zone_sums(mu, hop, r, n=800):
    """Jones-Zener integral (nm^2), sigma_xx and occupied k-area by zone sums."""
    k = 2 * np.pi * np.arange(n) / n
    kx, ky = np.meshgrid(k, k, indexing="ij")
    vx, vy = velocity(kx, ky, hop)
    lx, ly = free_path(kx, ky, hop, r)
    x = (energy(kx, ky, hop) - mu) / KT
    window = 1 / (4 * KT * np.cosh(x / 2) ** 2)
    cell = (2 * np.pi / n) ** 2
    turn = vx * along(ly) - vy * along(ly.T).T
    hall = np.sum(window * lx * turn) * cell * HBAR / LAT
    sxx = np.sum(window * vx * lx) * cell * HBAR / (np.pi * LAT**2)
    return hall, sxx, np.sum(expit(-x)) * cell


X = np.arange(-16, 16.1, 0.5)
WEIGHT = 0.5 / (4 * np.cosh(X / 2) ** 2)


def levels(mu):
    return (mu + KT * X)[:, None]


def trajectory_sigma_xy(mu, r, fields, n=600):
    """Finite-field conductivity from orbits followed backward in time."""
    kx, ky = closed_line(mu, n=n)
    vx0, vy0 = velocity(kx, ky, SQUARE)
    turn = fields[:, None] * BEND * LAT
    state = np.zeros((4, len(fields), n))   # kx, ky, survival, path along y
    state[0], state[1], state[2] = kx, ky, 1.0

    def rate(s):
        vx, vy = velocity(s[0], s[1], SQUARE)
        tau = lifetime(s[0], s[1], r)
        return np.array([turn * vy, -turn * vx, -s[2] / tau, s[2] * vy])

    dt = 0.02 * TAU0
    for _ in range(1500):
        a = rate(state)
        b = rate(state + dt / 2 * a)
        c = rate(state + dt / 2 * b)
        d = rate(state + dt * c)
        state = state + dt / 6 * (a + 2 * b + 2 * c + d)
    weight = arc(kx, ky) * vx0 / np.hypot(vx0, vy0) / LAT
    return 2 * np.mean(weight * state[3], axis=-1)


def close(value, reference, tol):
    return abs(value - reference) <= tol * abs(reference)


def show(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("lattice constant", LAT, "nm", ".2f")
show("hopping t", T, "eV", ".2f")
show("diagonal hopping t1", T1, "eV", ".2f")
show("lifetime tau0", TAU0, "fs", ".1f")
show("scattering anisotropy", ANISO, "", ".1f")
show("chemical potential", MU, "eV", ".2f")
show("magnetic field", FIELD, "T", ".1f")
show("flux quantum h/e", FLUX_QUANTUM, "T nm^2", ".2f")

# Zone sums against thermally averaged line integrals.
kxs, kys = closed_line(levels(MU))
for name, r in (("uniform", 0.0), ("anisotropic", ANISO)):
    hall, sxx, filled = zone_sums(MU, SQUARE, r)
    mean_area = WEIGHT @ signed_area(*free_path(kxs, kys, SQUARE, r))
    assert close(mean_area, hall, 1e-5)
    assert close(WEIGHT @ line_sigma_xx(kxs, kys, r), sxx, 1e-5)
    assert close(WEIGHT @ signed_area(kxs, kys), filled, 1e-5)
    show(f"{name}: zone integral at kT = {1000 * KT:.0f} meV", hall, "nm^2")
    show(f"{name}: thermal mean of swept area", mean_area, "nm^2")

MU_HOLE = 0.90
hole_zone = zone_sums(MU_HOLE, SQUARE, ANISO)[0]
hole_line = closed_line(levels(MU_HOLE), hole=True)
hole_area = WEIGHT @ signed_area(*free_path(*hole_line, SQUARE, ANISO))
assert close(hole_area, hole_zone, 1e-5) and hole_area < 0
show(f"hole pocket, mu = {MU_HOLE:.2f} eV: zone integral", hole_zone, "nm^2")
show("hole pocket: thermal mean of swept area", hole_area, "nm^2")

MU_OPEN = -0.30
u = 2 * np.pi * np.arange(1024) / 1024
kx_open = np.arccos((-levels(MU_OPEN) - 2 * CHAIN[1] * np.cos(u)) / (2 * T))
open_area = WEIGHT @ (
    signed_area(*free_path(kx_open, u, CHAIN, ANISO))
    + signed_area(*free_path(-kx_open, -u, CHAIN, ANISO)))
open_zone = zone_sums(MU_OPEN, CHAIN, ANISO)[0]
assert close(open_area, open_zone, 1e-5)
show(f"open lines, mu = {MU_OPEN:.2f} eV: zone integral", open_zone, "nm^2")
show("open lines: thermal mean of swept area", open_area, "nm^2")

# Worked example: one Fermi line, two lifetimes.
kx, ky = closed_line(MU)
n_cell = 2 * signed_area(kx, ky) / (2 * np.pi) ** 2
show("electrons per cell in the pocket", n_cell, "")
areas = {}
for name, r in (("uniform", 0.0), ("anisotropic", ANISO)):
    lx, ly = free_path(kx, ky, SQUARE, r)
    length = np.hypot(lx, ly)
    area = areas[name] = signed_area(lx, ly)
    pieces = np.pi * length**2 * curvature(kx, ky) * arc(kx, ky) / len(kx)
    convex, concave = pieces[pieces > 0].sum(), pieces[pieces < 0].sum()
    assert close(convex + concave, area, 1e-6)
    px, py = free_path(*closed_line(MU, n=4096), SQUARE, r)
    polygon = np.sum(px * np.roll(py, -1) - py * np.roll(px, -1)) / 2
    assert close(polygon, area, 5e-3)
    sxx = line_sigma_xx(kx, ky, r)
    sxy = -2 * FIELD * area / FLUX_QUANTUM
    fields = np.array([1.0, 2.0]) * FIELD
    orbit = trajectory_sigma_xy(MU, r, fields)
    error = orbit / (sxy * fields / FIELD) - 1
    assert abs(error[0]) < 2e-2 and 3.6 < error[1] / error[0] < 4.4
    r_hall = sxy / (FIELD * sxx**2) * h / e**2
    n_hall = -1 / (e * r_hall) * (LAT * 1e-9) ** 2
    show(f"{name}: path length at pocket tip", length[0], "nm", ".3f")
    show(f"{name}: path length on diagonal", length[128], "nm", ".3f")
    show(f"{name}: largest k-shift per lifetime",
         FIELD * BEND * length.max(), "1/nm", ".5f")
    show(f"{name}: area from convex arcs", convex, "nm^2", ".3f")
    show(f"{name}: area from concave arcs", concave, "nm^2", ".3f")
    show(f"{name}: swept area A_l", area, "nm^2", ".3f")
    show(f"{name}: flux through A_l", FIELD * area / FLUX_QUANTUM, "h/e", ".6f")
    show(f"{name}: sigma_xx", sxx, "e^2/h", ".4f")
    print(f"{name}: sigma_xy: {sxy:.6f} e^2/h = {sxy * e**2 / h * 1e6:.4f} uS")
    show(f"{name}: sigma_xy from orbits", orbit[0], "e^2/h", ".6f")
    print(f"{name}: orbit/area - 1 at 1 and 2 T: "
          f"{100 * error[0]:.4f} and {100 * error[1]:.4f} percent")
    show(f"{name}: Hall coefficient", r_hall, "ohm/T", ".4f")
    show(f"{name}: apparent electrons per cell", n_hall, "", ".4f")
assert areas["uniform"] > 0 > areas["anisotropic"]

# Concave arcs, and the sign change of the uniform-lifetime Hall response.
saddle = energy(np.pi, 0.0, SQUARE)
onset = -8 * T1 + 16 * T1**3 / T**2
assert curvature(*closed_line(onset - 0.006)).min() > 0
assert curvature(*closed_line(onset + 0.006)).min() < 0
convex_line = closed_line(onset - 0.07)
for r in (0.0, 8.0, 50.0):
    assert signed_area(*free_path(*convex_line, SQUARE, r)) > 0
zero = brentq(lambda m: signed_area(*free_path(*closed_line(m), SQUARE, 0.0)),
              -2.5 * T, -1.25 * T)
assert onset < zero < saddle
show("onset of concave arcs", onset, "eV")
show("uniform lifetime: zero of Hall response", zero, "eV")
show("saddle-point energy", saddle, "eV")

# Circular limit near the band bottom: apparent and true density agree.
bottom_line = closed_line(energy(0.0, 0.0, SQUARE) + 0.001 * T)
small_area = signed_area(*free_path(*bottom_line, SQUARE, 0.0))
small_sxx = line_sigma_xx(*bottom_line, 0.0)
apparent = small_sxx**2 * LAT**2 / (2 * small_area)
ratio = apparent / (2 * signed_area(*bottom_line) / (2 * np.pi) ** 2)
assert abs(ratio - 1) < 1e-2
show("band bottom: apparent/true density", ratio, "", ".5f")

# Symmetric forward scattering: vector mean free path from the full equation.
n = 401
kx, ky = closed_line(MU, n=n)
vx, vy = velocity(kx, ky, SQUARE)
speed, ds = np.hypot(vx, vy), arc(kx, ky) / LAT
measure = 2 * np.pi / n * ds / speed
kernel = np.exp(2 * (np.cos(kx[:, None] - kx) + np.cos(ky[:, None] - ky) - 2))
kernel /= TAU0 * np.average(kernel @ measure, weights=measure)
out_rate = kernel @ measure
collision = np.diag(out_rate) - kernel * measure
collision += np.outer(np.ones(n), measure) / (measure.sum() * TAU0)
drift = BEND * (speed / ds)[:, None] * along(np.eye(n)).T


def vector_path(field):
    return np.linalg.solve(collision + field * drift,
                           np.column_stack([vx, vy])).T


weak = 0.05
difference = (vector_path(weak)[1] - vector_path(-weak)[1]) / 2
slope = 2 * np.mean(ds * vx / speed * difference) / weak
path_x, path_y = vector_path(0.0)
vector_area = signed_area(path_x, path_y)
assert close(-2 * vector_area / FLUX_QUANTUM, slope, 1e-3)
tilt = np.arctan2(vx * path_y - vy * path_x, vx * path_x + vy * path_y)
show("forward scattering: area of vector path", vector_area, "nm^2", ".3f")
show("forward scattering: area of v x out-lifetime",
     signed_area(vx / out_rate, vy / out_rate), "nm^2", ".3f")
show("forward scattering: largest angle to v",
     np.degrees(abs(tilt).max()), "degrees", ".3f")
show("forward scattering: sigma_xy/B from area",
     -2 * vector_area / FLUX_QUANTUM, "e^2/h per T", ".6f")
show("forward scattering: sigma_xy/B from full solution",
     slope, "e^2/h per T", ".6f")
print("checks complete")
```

Printed output:

```
lattice constant: 0.40 nm
hopping t: 0.30 eV
diagonal hopping t1: 0.09 eV
lifetime tau0: 50.0 fs
scattering anisotropy: 8.0
chemical potential: -0.48 eV
magnetic field: 1.0 T
flux quantum h/e: 4135.67 T nm^2
uniform: zone integral at kT = 6 meV: 143.9720 nm^2
uniform: thermal mean of swept area: 143.9720 nm^2
anisotropic: zone integral at kT = 6 meV: -40.2046 nm^2
anisotropic: thermal mean of swept area: -40.2045 nm^2
hole pocket, mu = 0.90 eV: zone integral: -1308.9731 nm^2
hole pocket: thermal mean of swept area: -1308.9730 nm^2
open lines, mu = -0.30 eV: zone integral: 66.2764 nm^2
open lines: thermal mean of swept area: 66.2764 nm^2
electrons per cell in the pocket: 0.4922
uniform: path length at pocket tip: 6.315 nm
uniform: path length on diagonal: 16.462 nm
uniform: largest k-shift per lifetime: 0.02501 1/nm
uniform: area from convex arcs: 218.758 nm^2
uniform: area from concave arcs: -73.476 nm^2
uniform: swept area A_l: 145.282 nm^2
uniform: flux through A_l: 0.035129 h/e
uniform: sigma_xx: 61.4903 e^2/h
uniform: sigma_xy: -0.070258 e^2/h = -2.7218 uS
uniform: sigma_xy from orbits: -0.070271 e^2/h
uniform: orbit/area - 1 at 1 and 2 T: 0.0179 and 0.0717 percent
uniform: Hall coefficient: -0.4796 ohm/T
uniform: apparent electrons per cell: 2.0821
anisotropic: path length at pocket tip: 1.148 nm
anisotropic: path length on diagonal: 16.462 nm
anisotropic: largest k-shift per lifetime: 0.02501 1/nm
anisotropic: area from convex arcs: 10.437 nm^2
anisotropic: area from concave arcs: -50.608 nm^2
anisotropic: swept area A_l: -40.171 nm^2
anisotropic: flux through A_l: -0.009713 h/e
anisotropic: sigma_xx: 32.8216 e^2/h
anisotropic: sigma_xy: 0.019427 e^2/h = 0.7526 uS
anisotropic: sigma_xy from orbits: 0.019413 e^2/h
anisotropic: orbit/area - 1 at 1 and 2 T: -0.0714 and -0.2836 percent
anisotropic: Hall coefficient: 0.4655 ohm/T
anisotropic: apparent electrons per cell: -2.1453
onset of concave arcs: -0.5904 eV
uniform lifetime: zero of Hall response: -0.4232 eV
saddle-point energy: -0.3600 eV
band bottom: apparent/true density: 1.00000
forward scattering: area of vector path: 18339.689 nm^2
forward scattering: area of v x out-lifetime: 104.976 nm^2
forward scattering: largest angle to v: 32.340 degrees
forward scattering: sigma_xy/B from area: -8.869034 e^2/h per T
forward scattering: sigma_xy/B from full solution: -8.869016 e^2/h per T
checks complete
```
